\section*{Weighted Particle Splitting for Deposition in Deep Holes}

\section{Rare arrivals at the bottom of a hole}

During a pulse in atomic layer deposition, molecules enter a narrow hole, strike its wall many times, and either react or leave through the mouth. In a hole 96 times deeper than it is wide, with a sticking probability of $0.001$, only about five entrants in ten thousand react in the lowest eighth. Direct simulation spends nearly all its work elsewhere. Splitting replaces a descending particle by several lighter ones, so that the deep region is sampled more often. Which weights leave the expected deposit unchanged, and is the extra work repaid?

The hole is a cylinder of radius $R$. Molecules fly without gas collisions, enter with a cosine distribution, and are re-emitted from every surface by the cosine law. The sticking probability $s>0$ is frozen while particles are traced. Lengths are in units of $R$ unless nm is written.

\section{The deterministic reference}

Divide the surface into wall rings and floor annuli. Let $P_{ij}$ be the probability that a particle leaving element $i$ next lands on $j$, and $a_j$ the probability that an entrant first lands on $j$. Since particles can leave through the mouth, $\sum_jP_{ij}\le1$. Set $g_i=1$ in the deep zone and $g_i=0$ elsewhere. A unit-weight particle landing on $i$ sticks there with probability $s$ or continues, so its expected deep deposit is
\begin{equation}
u_i=s g_i+(1-s)\sum_jP_{ij}u_j,\qquad p=\sum_j a_ju_j. \label{mean}
\end{equation}
Here $p$ is the expected deep deposit per entrant.

The probabilities follow from the view factor $F$ from a unit disc to a coaxial disc of radius $a$ at distance $d$. Draw the sphere, of radius $\rho$, through both rims. For two points on a sphere separated by $r$, both surface angles satisfy $\cos\theta=r/(2\rho)$, so the exchange kernel $\cos^2\theta/(\pi r^2)$ is the constant $1/(4\pi\rho^2)$. Lines through both discs are the lines joining the two outer spherical caps. With cap heights $h_1,h_2$ and areas $2\pi\rho h_1,2\pi\rho h_2$,
\begin{equation}
\pi F=\frac{(2\pi\rho h_1)(2\pi\rho h_2)}{4\pi\rho^2}
\quad\Longrightarrow\quad F=h_1h_2 .
\end{equation}
The rim radii give $1=h_1(2\rho-h_1)$ and $a^2=h_2(2\rho-h_2)$. Since $d=2\rho-h_1-h_2$, these become $1-F=h_1d$ and $a^2-F=h_2d$. Their product is $(1-F)(a^2-F)=Fd^2$, whence
\begin{equation}
F=\frac{X-\sqrt{X^2-4a^2}}{2},\qquad X=1+a^2+d^2 .
\end{equation}
The smaller root is required because $F\le\min(1,a^2)\le a$, while the product of the roots is $a^2$.

For $a=1$ write $F(d)$. What passes a disc at $d$ but not one at $d+h$ lands on the ring between them, so a disc sends $F(d)-F(d+h)$ to that ring. Reciprocity, $A_iP_{ij}=A_jP_{ji}$, with disc area $\pi$ and ring area $2\pi h$, divides this by $2h$ for the reverse direction. A ring $k\ge1$ places away receives what reaches its near end disc minus what reaches its far one:
\begin{equation}
P_k=\frac{F((k-1)h)-2F(kh)+F((k+1)h)}{2h}.
\end{equation}
A ring loses $(1-F(h))/(2h)$ through each of its two end discs, so $P_0=1-(1-F(h))/h$. Floor annuli follow by subtracting discs of different $a$. The discretization assumes uniform re-emission within each element.

\section{Why the mean is preserved}

Choose $K$ splitting depths. The level $L_j$ of element $j$ is the number of these depths above it, and the record $r$ of a particle is the largest level at which it has landed. When a landing raises the record by $n$, perform $n$ successive splittings into $m$ copies with fixed fractions $f_k\ge0$ of the current weight. Copies inherit the new record and then follow the unchanged law of sticking and flight. The decision uses the past path alone; choosing particles by looking at their future would change that law.

Let $U_r(i)$ be the expected deposit of a unit particle at $i$ after any splitting there, and let $S=\sum_kf_k$. With $r'=\max(r,L_j)$ and $n=r'-r$,
\begin{equation}
U_r(i)=s g_i+(1-s)\sum_jP_{ij}S^{n}U_{r'}(j). \label{split}
\end{equation}
At $r=K$ no splitting remains, and this is Eq.~\eqref{mean}; hence $U_K=u$. Suppose $U_{r'}=u$ for every $r'>r$. If $S=1$, substituting $U_r=u$ into Eq.~\eqref{split} again gives Eq.~\eqref{mean}. The solution is unique because the row sums of $(1-s)P$ are at most $1-s<1$. Induction down to $r=0$ proves that the mean is unchanged.

Equal shares, $f_k=1/m$, are therefore sufficient but not necessary: shares $0.8$ and $0.2$ also work. The sum does matter. If the deep zone lies below all splitting depths, every particle depositing there has split $K$ times, and a common sum $S$ gives $S^Kp$. Two copies that each keep the full weight have $S=2$; three depths then overcount by $2^3=8$.

Independence was not used for the mean. Copies driven by identical random numbers would remain unbiased, but they would repeat one path and reduce no variance.

\section{Variance and work}

Let $v$ be the tally variance of a unit particle at the splitting point. Independent copies of a particle of weight $w$ have total variance
\begin{equation}
\sum_k(wf_k)^2v=w^2qv,\qquad q=\sum_kf_k^2\ge\frac1m .
\end{equation}
The bound is the Cauchy--Schwarz inequality, $1=(\sum_kf_k)^2\le m\sum_kf_k^2$, with equality for equal shares. After $n$ splittings the weights are products of fractions, and their squares sum to $q^n$.

For a particle with record $r$ at $i$, the mean square tally is $s g_i^2=s g_i$ from sticking, plus the mean square of the group that lands next. That group has mean $u_j$ and variance $q^nv_{r'}(j)$. Subtracting the squared mean gives
\begin{equation}
v_r(i)=s g_i+(1-s)\sum_jP_{ij}\left[u_j^2+q^{n}v_{r'}(j)\right]-u_i^2. \label{var}
\end{equation}
For an entrant, with $r=0$ before its first landing,
\begin{equation}
V=\sum_ja_j\left[u_j^2+q^{L_j}v_{L_j}(j)\right]-p^2. \label{total}
\end{equation}
The part of Eq.~\eqref{var} without $v$ is the variance of the expected tally after one step, so it is nonnegative. All coefficients of $v$ are nonnegative too. Thus $V$ cannot decrease when $q$ increases: for fixed depths and $m$, equal shares minimize the variance among independent copies.

Count each copy's landing as one unit of work. For $m=2$ the expected work obeys
\begin{equation}
c_r(i)=1+(1-s)\sum_jP_{ij}2^{n}c_{r'}(j),\qquad
C=\sum_ja_j2^{L_j}c_{L_j}(j).
\end{equation}
Both recursions are solved from $r=K$ upward through the hole. A budget of $B$ landings pays for about $N=B/C$ entrants, and the standard error of the mean is $\sqrt{V/N}=\sqrt{VC/B}$. The gain at equal work is therefore
\begin{equation}
G=\frac{V_{\rm none}C_{\rm none}}{V_{\rm split}C_{\rm split}}. \label{gain}
\end{equation}
More deep landings are useful if $G>1$, which splitting does not guarantee.

There is also a limit. Entrants flying directly from the mouth into the deep zone are split after the rare flight has happened. Since the $v$ terms in Eq.~\eqref{total} are nonnegative,
\begin{equation}
V\ge\sum_{j\in{\rm zone}}a_ju_j^2-p^2, \label{floor}
\end{equation}
however many copies are made on landing.

\section{The tracing algorithm}

\begin{enumerate}
\item Start an entrant with weight 1 and record 0, uniformly over the mouth, and find its first landing.
\item If the landing level exceeds the record, split once per newly passed depth and update the record.
\item Let each copy stick independently with probability $s$. If it sticks in the deep zone, add its weight to the tally $T$ of its original entrant.
\item Give each survivor a new flight; remove it if it leaves through the mouth. Return to step 2 until no copies remain.
\item Average $T$ over entrants, and estimate the error from the scatter of these whole-history tallies. Copies from one entrant share a past and are not independent samples.
\end{enumerate}

For the flight, the cosine law has polar density $2\sin\theta\cos\theta$, so $\sin^2\theta$ is uniform on $(0,1)$; the azimuth $\phi$ is uniform. From a wall point the inward, tangential and axial direction components are $c=\cos\theta$, $t=\sin\theta\cos\phi$ and $b=\sin\theta\sin\phi$. The next wall contact satisfies
\begin{equation}
(1-\ell c)^2+(\ell t)^2=1
\quad\Longrightarrow\quad
\ell=\frac{2c}{c^2+t^2},\qquad \Delta z=\ell b.
\end{equation}
If $z+\Delta z$ exceeds the depth $D$, the flight ends on the floor after the fraction $(D-z)/\Delta z$ of its path. From radius $x$ on the mouth or floor, the horizontal distance to the wall is $-x\cos\phi+\sqrt{1-x^2\sin^2\phi}$; dividing by $\tan\theta$ gives the axial distance.

\section{A shallow hole as a test}

A hole of depth 16, with $s=0.02$, splitting depths 4 and 8, and a deep zone starting at 12, makes deep events common enough to test the variance equation. Equation~\eqref{mean} gives $p=0.03977$.

\begin{center}
\begin{tabular}{lccc}
Shares & Traced mean & Traced $V$ & Eq.~\eqref{total}\\
none & 0.0402 & 0.0386 & 0.0382\\
0.5, 0.5 & 0.0401 & 0.0140 & 0.0139\\
0.8, 0.2 & 0.0404 & 0.0214 & 0.0209
\end{tabular}
\end{center}

The traced means differ from $p$ by less than 2\% of $p$, and the variances agree to about 2\%. These differences contain both sampling error and the effect of finite ring width. Unequal shares preserve the mean within this resolution, but have 1.5 times the variance of equal shares.

\section{An H$_2$O pulse in a deep hole}

Take a hole 100 nm wide and 9600 nm deep, with $s=0.001$. The tally covers the wall below 8400 nm and the floor. Particles split in two at 3200, 5200 and 7200 nm. The deterministic result is $p=5.45\times10^{-4}$; doubling the ring width of $0.125$ raises it by 0.7\%, and halving it lowers it by 0.2\% to $5.44\times10^{-4}$, so the third digit still depends on the mesh.

\begin{center}
\begin{tabular}{lcc}
 & No splitting & Equal shares\\
Variance $V$ & $5.44\times10^{-4}$ & $1.09\times10^{-4}$\\
Landings per entrant $C$ & 68.8 & 113.0\\
Traced $p/10^{-4}$ & $4.5\pm0.7$ & $5.7\pm0.4$
\end{tabular}
\end{center}

The two traced values use the same expected work, $8.0\times10^6$ landings, and are quoted with one standard error computed from $V$. The means lie about 1.4 and 0.5 standard errors from the reference. Equation~\eqref{gain} gives
\begin{equation}
G=\frac{(5.44\times10^{-4})(68.8)}{(1.09\times10^{-4})(113.0)}\approx3.0,
\end{equation}
so the standard error falls by $\sqrt{3.0}\approx1.7$ at fixed work. Shares $0.8$ and $0.2$ cost the same work but have $V=2.09\times10^{-4}$, reducing the gain to about 1.6.

The deep zone receives 0.78\% of all traced landings without splitting and 4.0\% with it. Deep landings per entrant rise eightfold on average, but total work also rises, by $113.0/68.8=1.64$; the expected increase in their share is $8/1.64\approx4.9$. Giving every copy full weight produces a traced deposit of $4.5\times10^{-3}$, against $4.36\times10^{-3}$ from the equations: the predicted eightfold error.

Direct flights into the zone occur for $3.5\times10^{-5}$ of entrants. Their sum in Eq.~\eqref{floor} is $8.3\times10^{-6}$, and subtracting $p^2=3.0\times10^{-7}$ leaves a lower bound of $8.0\times10^{-6}$. This is 7\% of the variance reached here, so direct flights from the mouth are not yet the main limitation. The bound is not sharp, because the path before the first splitting and long flights from the upper wall are never shared among copies: with 1000 copies at each of the same depths, Eq.~\eqref{total} still gives $V\approx2.6\times10^{-5}$, about a quarter of the value for two copies.

The deep wall runs from depth 168 to 192, so its area is $2\pi\times24$. The floor adds $\pi$, and the mouth area is also $\pi$, so the deep zone covers $2\times24+1=49$ mouth areas. Equating deposition rates gives a mean deep flux of $p/(49s)=0.011$ times the mouth flux.

\section{What the frozen model leaves out}

Holes about 100 nm wide and several micrometres deep occur in tall memory stacks; an aspect ratio of 96 is towards the demanding end. The pulse is taken at 0.1 Torr and 500 K. The sticking probability is a rough choice and can differ greatly between surfaces. With a rough collision diameter of 0.4 nm, the gas mean free path is $7.3\times10^5$ nm, about 76 hole depths, so collisions disturb few individual flights. A history that ends in the deep zone averages about 2400 landings, however, and so meets roughly 0.3 gas collisions; at a total pressure of 1 Torr, as with a carrier gas, the mean free path is under 8 hole depths and that number is about 3. With 5 reactive sites per nm$^2$, filling at the initial mouth rate takes about $1.4\times10^{-2}$ s. A particle making $1/s=1000$ flights of one diameter spends $1.3\times10^{-7}$ s in flight, and a deep history about $3\times10^{-7}$ s. This omits the time spent adsorbed between flights. With a prefactor of $10^{-13}$ s, 2400 landings last $3\times10^{-4}$ s for a desorption energy of 0.6 eV but $3\times10^{-2}$ s for 0.8 eV, longer than the filling time. Freezing the surface during one history is justified only for the weaker binding; freezing it throughout a pulse is justified only if the pulse is much shorter than the filling time.

The effect of changing $s$ can be estimated by diffusion. As $h\to0$, the wall-to-wall kernel is $F''(|\zeta|)/2$. Two integrations by parts give its mean square displacement as $2\int_0^\infty F\,d\zeta$. Put $\zeta=2\sinh y$; then $F=e^{-2y}$ and
\begin{equation}
2\int_0^\infty F\,d\zeta=2\int_0^\infty e^{-2y}(e^y+e^{-y})\,dy=\frac83.
\end{equation}
For a smooth landing density $\varphi$ far from the ends, second-order expansion gives $\varphi=(1-s)(\varphi+\tfrac43\varphi'')$, hence a decay length
\begin{equation}
\Lambda=\sqrt{\frac{4(1-s)}{3s}} .
\end{equation}
This requires $\Lambda\gg1$ and omits the long-flight tail. Halving $s$ raises $\Lambda$ from 36.5 to 51.6, so the depth of 192 falls from 5.3 to 3.7 decay lengths. The deep flux rises by roughly $e^{1.54}\approx4.7$, while the reaction probability halves, suggesting a factor of 2.3. The full equations give 2.17: less reactive walls increase deep deposition while the hole is several decay lengths deep. The trend ends near $s=10^{-4}$ to $2\times10^{-4}$, where $p\approx1.8\times10^{-3}$, and reverses below. There the deep zone is less rare, and the gain with the same splitting depths falls to 1.4 at $s=2\times10^{-4}$ and 1.2 at $s=10^{-4}$.

A uniform 10 nm wall film, with the depth held fixed, reduces the deposit per entrant to 0.38 of its original value. The mouth area also falls to $(40/50)^2=0.64$, so at fixed mouth flux the total deep rate falls to 0.24. These factors far exceed the 7\% statistical error of the split calculation. Such a film takes many cycles to grow, so the geometry must be updated as cycles accumulate, but hardly within one pulse. Coverage, by contrast, changes during the pulse and must be updated between tracing steps once the pulse is not short compared with the filling time.

\section{Bias after a nonlinear update}

An unbiased deposit does not ensure an unbiased coverage. Suppose a batch of $M$ entrants gives mean tally $\bar T$, and coverage is updated as $\Theta=1-e^{-Y}$ with $Y=\bar T/p$. Although $\langle Y\rangle=1$, concavity gives $\langle\Theta\rangle\le1-e^{-1}=0.632$. Expansion about $Y=1$ yields
\begin{equation}
\langle\Theta\rangle\approx1-e^{-1}-\frac{e^{-1}}2\frac{V}{Mp^2}. \label{bias}
\end{equation}
For the shallow hole and $M=25$, equal shares give $V/(Mp^2)=0.35$ and a predicted coverage of 0.567; tracing gives 0.572. Without splitting, the number of deposits is binomial, and averaging the exponential directly gives
\begin{equation}
\langle\Theta\rangle=1-\left(1-p+p e^{-1/(Mp)}\right)^M=0.472,
\end{equation}
against 0.477 traced. Splitting reduces this bias at fixed $M$ but does not remove it, and in this hole the reduction is bought with work: splitting costs 34.5 landings per entrant against 12.9, so $G\approx1.0$, and an unsplit batch of 67 entrants, at the same work, reaches a coverage of 0.568. Equation~\eqref{bias} shows the remedy for this single update when fluctuations are small: enough entrants in the batch to make $V/(Mp^2)\ll1$. The full set of computed values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
Shallow test hole: depth 16 radii, zone from 12 radii, sticking 0.02
Shallow splitting depths: (4.0, 8.0) radii
Shallow expected deposit: 0.03977 per entering particle
Shallow none: traced mean 0.04022, variance traced 0.03860, equations 0.03819
Shallow equal: traced mean 0.04009, variance traced 0.01401, equations 0.01393
Shallow unequal: traced mean 0.04043, variance traced 0.02136, equations 0.02094
Coverage test: 25 entering particles per batch
Coverage from exact mean flux: 0.6321
Mean coverage, no splitting: traced 0.4767, binomial 0.4720
Mean coverage, equal shares: traced 0.5718
Hole: diameter 100 nm, depth 9600 nm, aspect ratio 96
Deep zone starts at 8400 nm; sticking 0.001
Splitting depths: (3200.0, 5200.0, 7200.0) nm
Expected deep deposit: 5.4459e-04 per entering molecule
Change on doubling ring width: 0.70 percent
Mean deep flux / mouth flux: 1.1114e-02
Work, no splitting: 68.83 landings per entrant
Work, splitting: 113.02 landings per entrant
Variance per entrant, no splitting: 5.4429e-04
Variance per entrant, equal shares: 1.0906e-04
Variance per entrant, shares 0.8 and 0.2: 2.0859e-04
Variance ratio, none / equal: 4.99
Gain at equal work: 3.04
Direct flights from mouth to zone: 3.5428e-05 per entrant
Variance floor from direct flights: 8.2673e-06
Landing budget per traced scheme: 8.0e+06
Traced no splitting: 116235 entrants, deposit 4.474e-04 +/- 6.8e-05
Deep landings, no splitting: 7789 per million landings
Traced equal shares: 70785 entrants, deposit 5.651e-04 +/- 3.9e-05
Deep landings, equal shares: 40342 per million landings
Full weight on every copy: traced 4.521e-03, equations 4.357e-03
Overcount with full weights: factor 8.00
H2O pulse: 0.1 Torr, 500 K
Rough inputs: collision diameter 0.4 nm, sites 5 per nm2
Gas mean free path: 7.284e+05 nm
Mouth flux: 3.701e+05 molecules/(nm2 s)
Mean molecular speed: 766.6 m/s
Flight time for 1/sticking landings: 1.30e-07 s
Site filling time at mouth flux: 1.35e-02 s
Deep deposit with half sticking / original: 2.170
Deep deposit after 10 nm wall film / original: 0.377
\end{verbatim}
